# Capacitance of an Off-Centre Conducting Core in a Cylindrical Gate

## Problem

A long conducting cylinder of radius \(a\) lies inside a cylindrical gate of inner radius \(b\). The axes are parallel and a distance \(d\) apart, with \(0\le d<b-a\). A uniform dielectric of permittivity \(\varepsilon\) fills the gap. The core is at potential \(V\), the gate is at zero, and end effects are neglected. In the complex plane \(z=x+iy\) the gate is \(|z|=b\) and the core surface is \(|z-d|=a\).

1. Show that a one-to-one conformal map of the gap leaves the capacitance per length \(C\) unchanged.
2. Find a map that makes the two circles concentric, and from it obtain \(C\).
3. For \(a=3\) nm and \(b=5\) nm, show that a displacement \(d=1\) nm raises \(C\) by about 15 percent. Examine the limits of small displacement and of near contact.
4. Find where the field is largest, and evaluate it for a potential difference of 0.3 V.
5. Let the core be a silicon nanowire and the dielectric SiO\(_2\). Estimate how much of the gain survives when the core is a semiconductor, and what the narrow gap does to tunnelling.

For part 5 take these rough values: relative permittivities 3.9 (oxide) and 11.7 (silicon); silicon electron masses 0.19 and 0.92 \(m_0\); oxide barrier 3.1 eV; oxide tunnelling mass 0.4 \(m_0\); temperature 300 K.

## Solution

### 1. Conformal invariance

In the gap the potential is harmonic, so locally \(\phi=\operatorname{Re}f\) with \(f=\phi+i\psi\) analytic. Let \(n\) be the normal pointing out of the core and \(\ell\) the arc length taken counterclockwise. Gauss's law gives the charge per length on the core,

\[
\lambda=-\varepsilon\oint\frac{\partial\phi}{\partial n}\,d\ell
=-\varepsilon\oint\frac{\partial\psi}{\partial \ell}\,d\ell=-\varepsilon\,\Delta\psi .
\]

The second equality is the Cauchy–Riemann relation for the right-handed pair \((n,\ell)\). The charge therefore depends on the change \(\Delta\psi\) around the core and on nothing else about its shape.

Now move each point \(z\) of the gap to \(w(z)\), carrying the value of \(f\) with it. Because the map is analytic and one-to-one, \(f\) is an analytic function of \(w\), and its real part is again harmonic. The boundary potentials are unchanged. If the inner boundary goes to the inner boundary, \(\Delta\psi\) is unchanged too. Hence \(\lambda\), and \(C=\lambda/V\), are the same in both planes.

### 2. The map and the capacitance

For \(d>0\), try

\[
w=\frac{b(z-s)}{b^2-sz},\qquad 0<s<b .
\]

On the gate \(b^2=z\bar z\), so \(b^2-sz=z(\bar z-s)\), whose modulus is \(b|z-s|\). Thus \(|w|=1\) there: the gate becomes the unit circle. The pole lies at \(s'=b^2/s>b\), outside the gate.

The number \(s\) is still free. Choose it so that \(s\) and \(s'\) are inverse points of the core circle as well:

\[
(s-d)(s'-d)=a^2 .
\]

To see what this achieves, put \(u=z-d\) and \(p=s-d\), so that \(s'-d=a^2/p\). On the core \(a^2=u\bar u\), and therefore

\[
|z-s'|=\left|u-\frac{u\bar u}{p}\right|=\frac{|u|}{|p|}\,|p-\bar u|=\frac{a}{|p|}\,|z-s| .
\]

The last step uses the fact that \(p\) is real. Since \(b^2-sz=s(s'-z)\),

\[
|w|=\frac{b}{s}\,\frac{|z-s|}{|z-s'|}=\frac{b\,|s-d|}{s\,a}\equiv\rho
\]

is constant on the core. The core has become a circle centred on the origin.

Multiplying the condition on \(s\) by \(s\) and collecting terms gives

\[
d\,s^2-(b^2+d^2-a^2)\,s+d\,b^2=0 .
\]

The discriminant factorizes as \([(b-d)^2-a^2][(b+d)^2-a^2]\), which is positive because \(b-d>a\). The roots are real and positive with product \(b^2\), so the smaller one is \(s<b\) and the larger one is \(s'\). Also \(s'-d>b-d>a\), and the condition then gives \(0<s-d<a\). The zero of \(w\) thus lies inside the core, and the gap maps to the ring \(\rho<|w|<1\).

To find \(\rho\) without carrying the square root, use the two ends of the core diameter. Write \(\sigma=s/b\), \(x_1=(d+a)/b\) and \(x_2=(d-a)/b\). Their images are

\[
w_j=\frac{x_j-\sigma}{1-\sigma x_j},\qquad w_1=\rho,\quad w_2=-\rho ,
\]

with opposite signs because \(s\) lies between the two ends. Let \(D=(1-\sigma x_1)(1-\sigma x_2)\). Expanding the products,

\[
\begin{aligned}
D(w_1-w_2)&=(x_1-\sigma)(1-\sigma x_2)-(x_2-\sigma)(1-\sigma x_1)\\
&=(1-\sigma^2)(x_1-x_2),\\
D(1-w_1w_2)&=(1-\sigma x_1)(1-\sigma x_2)-(x_1-\sigma)(x_2-\sigma)\\
&=(1-\sigma^2)(1-x_1x_2).
\end{aligned}
\]

Dividing the first line by the second removes \(\sigma\):

\[
\frac{2\rho}{1+\rho^2}=\frac{x_1-x_2}{1-x_1x_2}
=\frac{2a/b}{1-(d^2-a^2)/b^2}=\frac{2ab}{a^2+b^2-d^2}.
\]

Define \(L=\ln(1/\rho)\). Then \((1+\rho^2)/(2\rho)=\cosh L\), so

\[
\cosh L=\frac{a^2+b^2-d^2}{2ab}.
\]

In the \(w\) plane the potential is that of a coaxial line,

\[
\phi=\frac{V}{L}\ln\frac1{|w|} ,
\]

which is \(V\) at \(|w|=\rho\) and zero at \(|w|=1\). Its radial field is \(V/(L|w|)\). Multiplying by \(\varepsilon\) and the circumference \(2\pi|w|\) gives \(\lambda=2\pi\varepsilon V/L\), and

\[
C=\frac{2\pi\varepsilon}{L}.
\]

For \(d=0\), \(\cosh L=\tfrac12(b/a+a/b)\), so \(L=L_0=\ln(b/a)\), the coaxial result. Increasing \(d\) lowers \(\cosh L\) and hence raises \(C\), whichever way the core moves.

### 3. The 1 nm displacement and two limits

For the given radii,

\[
\cosh L=\frac{9+25-1}{30}=1.1,\qquad
L=\ln\!\left(1.1+\sqrt{1.1^2-1}\right)=0.4436,
\]

while \(L_0=\ln(5/3)=0.5108\). At fixed radii and permittivity,

\[
\frac{C(d)}{C(0)}=\frac{L_0}{L}=\frac{0.51083}{0.44357}=1.152 .
\]

The gain is 15.2 percent, as was to be shown. It does not depend on \(\varepsilon\). For SiO\(_2\), \(2\pi\varepsilon=0.217\) fF/µm, and the capacitance rises from 0.425 to 0.489 fF/µm.

The result was tested without the map. A logarithm centred on the core, plus harmonic powers of \(z/b\) and \(a/(z-d)\), was fitted to the boundary potentials in the original eccentric gap. The flux through the gate then gave \(L=0.443568\), equal to the mapped value to all six printed digits.

**Small displacement.** Differentiate \(\cosh L\) with respect to \(d^2\):

\[
\frac{dL}{d(d^2)}=-\frac{1}{2ab\sinh L}.
\]

At \(d=0\), \(\sinh L_0=(b^2-a^2)/(2ab)\), so to leading order

\[
L\simeq L_0-\frac{d^2}{b^2-a^2},\qquad
\frac{C(d)}{C(0)}-1\simeq\frac{d^2}{(b^2-a^2)L_0}.
\]

There is no linear term, since displacements \(d\) and \(-d\) are mirror images. For 1 nm the estimate is \(1/(16\times0.5108)=12.2\) percent, below the full 15.2 percent. The sign of the difference follows from the slope of the full gain,

\[
\frac{d}{d(d^2)}\frac{L_0}{L}=\frac{L_0}{2ab\,L^2\sinh L},
\]

which grows as \(L\) falls. The gain therefore curves upward as a function of \(d^2\), above its initial tangent.

**Near contact.** Let \(g=b-a-d\) be the narrowest gap. Then

\[
\cosh L-1=\frac{(b-a)^2-d^2}{2ab}=\frac{g\,(b-a+d)}{2ab}\simeq\frac{g\,(b-a)}{ab}
\]

as \(g\to0\). With \(\cosh L-1\simeq L^2/2\),

\[
L\simeq\sqrt{\frac{2g(b-a)}{ab}} ,
\]

so \(C\) diverges as \(g^{-1/2}\). This belongs to ideal conductors and a perfect insulator. Tunnelling spoils the second condition in a thin gap, as part 5 shows.

### 4. The largest field

The field magnitude is \(|df/dz|\) with \(f=-(V/L)\ln w\), so

\[
|E|=\frac VL\left|\frac1{z-s}+\frac{s}{b^2-sz}\right|
=\frac VL\,\frac{b^2-s^2}{|z-s|\,|b^2-sz|}.
\]

The expression inside the first modulus is analytic in the gap, so its modulus is largest on a boundary. On either boundary \(|w|\) is constant, and \(|E|\) is proportional to

\[
\left|\frac{dw}{dz}\right|=\frac{b(b^2-s^2)}{|b^2-sz|^2}=\frac{b(b^2-s^2)}{s^2|s'-z|^2}.
\]

This is largest at the point nearest \(s'\): \(z=d+a\) on the core and \(z=b\) on the gate. Here \(s=1.626\) nm. At \(z=4\) nm,

\[
\frac1{4-1.626}+\frac{1.626}{25-4\times1.626}=0.509\ \text{nm}^{-1}.
\]

At \(z=b\) the same expression reduces to \((b+s)/[b(b-s)]=0.393\) nm\(^{-1}\). The maximum is therefore on the core, at the narrow gap. With \(V/L=0.3/0.4436=0.676\) V it is 3.44 MV/cm.

At the wide gap, \(z=-2\) nm, the core field is 1.48 MV/cm. A centred core at the same voltage has \(V/(aL_0)=1.96\) MV/cm all round. The narrow side gains 1.49 MV/cm and the wide side loses 0.48 MV/cm. The peak is about a third of a rough oxide strength of 10 MV/cm, so at this voltage breakdown is not the first concern.

### 5. A silicon core

**Extra voltage inside the wire.** Electrons in a thin wire do not sit on its surface. Let \(F(r)\) be the fraction of the charge within distance \(r\) of the wire axis, for an axially symmetric distribution. The core field is \(\lambda F/(2\pi\varepsilon_{\rm Si}r)\), and the potential relative to the surface is its integral from \(r\) to \(a\). Averaging this over the charge \(dF\) and integrating by parts gives

\[
\bar\phi=\frac{\lambda}{2\pi\varepsilon_{\rm Si}}\int_0^a\frac{F^2}{r}\,dr .
\]

The boundary term vanishes because \(F(0)=0\) and the relative potential is zero at \(r=a\). In units of \(\lambda/(2\pi\varepsilon_{\rm ox})\), and for a charge whose shape stays fixed, this adds \(S_1=(\varepsilon_{\rm ox}/\varepsilon_{\rm Si})\int F^2dr/r\) to \(L\).

A further voltage is needed to raise the Fermi level \(\mu\). If \(n\) is the number of electrons per length, the quantum capacitance is \(C_q=q^2\,dn/d\mu\), and for a small change of charge it adds \(S_2=2\pi\varepsilon_{\rm ox}/C_q\). The gains below therefore refer to the small-signal capacitance \(d\lambda/dV\), which for the ideal conductor equals \(\lambda/V\).

**Numbers.** Both terms were evaluated for a hard-wall wire along \(\langle100\rangle\) with a flat potential inside. Subband \(i\), with valley degeneracy \(g_i\), contributes \((2g_i/\pi)\int_0^\infty f\,dk\) electrons per length, where \(f\) is the Fermi function. The density was fixed by the ideal displaced capacitance with 0.3 V across the oxide and the core negative: \(n=C|V|/q=0.92\) nm\(^{-1}\). The semiconductor terms require gate voltage beyond this oxide drop. The lowest subband then lies 0.075 eV and the Fermi level 0.085 eV above the well bottom. The unequal silicon masses make the density depend on angle, so it was averaged over angle about the wire axis. The charge integral is then 0.656, so \(S_1=0.656/3=0.219\). The quantum capacitance is 3.77 fF/µm, so \(S_2=0.217/3.77\simeq0.057\). Together \(S=0.276\). These values come from a square grid whose edge only approximates the circular wall. A smooth wall raises the lowest subband and the Fermi level by about 1 meV, the charge integral by 0.006 and \(S\) by 0.002; the gains below are unchanged to the digits shown.

If the wire surface remains an equipotential, and \(S\) is held fixed during the displacement,

\[
\frac{L_0+S}{L+S}=\frac{0.511+0.276}{0.444+0.276}=1.093 .
\]

The opposite idealization keeps the charge rigid and symmetric about the wire axis, so that only dielectric polarization responds to the displacement. Then \(L\) is replaced by \(L_R\), the mean potential of the wire surface in the same units.

For equal permittivities \(L_R\) follows from an image line at \(b^2/d\):

\[
\frac{2\pi\varepsilon\phi}{\lambda}=-\ln|z-d|+\ln\left|z-\frac{b^2}{d}\right|+\ln\frac db .
\]

This vanishes on the gate, where \(|z-b^2/d|=(b/d)|z-d|\). Averaged over the core circle, the first term gives \(-\ln a\). The second is harmonic inside the core and averages to its value at \(z=d\). Hence \(L_R=\ln[(b^2-d^2)/(ab)]=0.470\).

For silicon in oxide, a harmonic series was fitted with continuous potential and normal displacement at the wire surface. It gives \(L_R=0.460\), between 0.470 and the conductor value 0.444. The gain becomes \(0.787/0.736-1\), or 6.9 percent.

In this model, then, the gain falls from 15 percent to roughly 7 to 9 percent, so about half of it survives. These figures are estimates, not bounds. The mean potential drop inside the wire is \(0.676\times0.219=0.15\) V, larger than the lowest subband energy divided by \(q\). Band bending therefore reshapes the charge. If the subbands are solved self-consistently with the axially averaged potential of the electrons, at the same density, the shape of the charge changes with \(n\), and \(S\) must be taken as the full small-signal term \((2\pi\varepsilon_{\rm ox}/q^2)\,d\mu/dn\), with \(\mu\) measured from the band edge at the wire surface. It falls to about 0.21, and the two gains rise to about 10 and 8 percent. (The sum \(S_1+S_2\) for the self-consistent charge with its shape frozen is about 0.23.) Half to two thirds of the ideal gain then survives.

**Tunnelling.** For a linear potential drop across a gap \(g\), the WKB transmission is \(e^{-\kappa g}\) with

\[
\kappa=\frac2\hbar\int_0^1\sqrt{2m_{\rm ox}(\Phi-qVt)}\,dt=11.1\ \text{nm}^{-1},
\]

where \(\Phi\) is the barrier height. The transmission is \(2\times10^{-10}\) through the centred 2 nm gap and \(1.5\times10^{-5}\) through the 1 nm gap. Along the core normal at angle \(\theta\) the gap is

\[
g(\theta)=\sqrt{b^2-d^2\sin^2\theta}-d\cos\theta-a ,
\]

from \(|d+(a+g)e^{i\theta}|=b\). Averaged over \(\theta\), the transmission is about \(10^4\) times the centred value at the same voltage. The confinement energy, which lowers the barrier, is left out; for electrons 0.085 to 0.2 eV above the surface band edge the ratio falls to about \(8\times10^3\) to \(6\times10^3\). The displacement thus buys a modest capacitance at a large cost in leakage.

**The real case.** The dimensions are those of a very thin gate-all-around silicon nanowire. A displacement of half the nominal oxide thickness is deliberately large; it stands for an off-centre wire, whose oxide is thinner on one side and thicker on the other. An oxide thinned on one side only is a different case: with gaps of 1 and 2 nm (\(b=4.5\) nm, \(d=0.5\) nm) the same formula gives a capacitance 33.5 percent above that of the original centred wire. A gate stack may also contain a dielectric of higher permittivity. The ideal ratio \(L_0/L\) would be unchanged by a uniform dielectric of any permittivity. At fixed electron density, however, \(S\) grows in proportion to \(\varepsilon_{\rm ox}\), and \((L_0+S)/(L+S)\) moves closer to one. A metallic core is a poor assumption for such a wire: in the flat-potential model above, replacing it by a semiconductor takes the gain from 15 percent to roughly 7 to 9 percent. Fringing at the gate ends, surface roughness and penetration of the electrons into the oxide have not been evaluated. The numerical output below lists the values for the ideal conductor and for the flat-potential model on the square grid.

## Computed values

```
core radius a = 3.0 nm, gate radius b = 5.0 nm, shift d = 1.0 nm
relative permittivity: oxide 3.9, silicon 11.7
oxide drop = 0.3 V, temperature = 300 K
map point s = 1.62614 nm, its inverse b^2/s = 15.3739 nm
image radius rho = 0.641742
cosh L = 1.100000
L centred = 0.510826, L displaced = 0.443568
L displaced from harmonic series = 0.443568
capacitance ratio = 1.15163, gain = 15.16 percent
quadratic estimate of gain = 12.24 percent
C centred = 0.4247 fF/um, C displaced = 0.4891 fF/um
core field at narrow gap = 3.444 MV/cm
core field at wide gap = 1.476 MV/cm
core field when centred = 1.958 MV/cm
rough oxide strength = 10 MV/cm
peak field / rough strength = 0.344
silicon masses: transverse 0.19, longitudinal 0.92 m0
lowest subbands: four-valley 0.075 eV, two-valley 0.127 eV
electron line density = 0.916 per nm
Fermi level above well bottom = 0.085 eV
quantum capacitance = 3.77 fF/um
charge-spread integral = 0.656
series terms: spread 0.219, density of states 0.057
L for rigid charge in dielectric core = 0.46014
gain, semiconductor, equipotential surface = 9.3 percent
gain, semiconductor, rigid charge = 6.9 percent
barrier = 3.1 eV, oxide mass = 0.4 m0
WKB decay constant of transmission = 11.13 per nm
transmission centred (2 nm gap) = 2.2e-10
transmission at narrow gap (1 nm) = 1.5e-05
mean transmission displaced = 2.0e-06
mean transmission displaced/centred = 9.2e+03
```
